# Testing the local kinetic functional on fermions in a box: a program that tests the result

```python
"""
Kinetic energy of N spinless noninteracting fermions in one dimension,
compared with the local functional T_loc[n] = (pi^2/6) * integral of n^3.
Hartree atomic units; L is the length of the box or ring; A = pi^2/(6 L^2).

Results under test:
  hard-wall box, exact energy         Ts    = A (N^3 + 3N^2/2 + N/2)
  T_loc on the exact box density            = A (N^3 + 9N^2/8 + 3N/8)
  T_loc on the uniform density N/L          = A N^3
  error on exact density / error on uniform density = 1/4 for every N
  ring, uniform density               Ts    = A (N^3 - N)  for odd N
                                            = A (N^3 + 2N) for even N
  any box determinant with kinetic energy T has n(x) <= 2 T x near a wall.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]


def box_exact(N, L):
    return np.pi**2 / (6 * L**2) * (N**3 + 1.5 * N**2 + 0.5 * N)


def box_local_on_exact_density(N, L):
    return np.pi**2 / (6 * L**2) * (N**3 + 9 * N**2 / 8 + 3 * N / 8)


def local_on_uniform(N, L):
    return np.pi**2 * N**3 / (6 * L**2)


def ring_exact(N, L):
    shift = -N if N % 2 else 2 * N
    return np.pi**2 / (6 * L**2) * (N**3 + shift)


def diagonalize_box(N, L, cells):
    """Finite-difference energy sum, interior grid and density."""
    h = L / cells
    diagonal = np.full(cells - 1, 1 / h**2)
    coupling = np.full(cells - 2, -0.5 / h**2)
    levels, vectors = eigh_tridiagonal(
        diagonal, coupling, select="i", select_range=(0, N - 1))
    x = h * np.arange(1, cells)
    return levels.sum(), x, (vectors**2).sum(axis=1) / h


def numerical_box(N, L, cells=1000):
    """Extrapolated energy, grid, density and T_loc of that density."""
    coarse, _, _ = diagonalize_box(N, L, cells)
    fine, x, density = diagonalize_box(N, L, 2 * cells)
    local = np.pi**2 / 6 * np.sum(density**3) * L / (2 * cells)
    return (4 * fine - coarse) / 3, x, density, local


def ring_spectrum(L, cells):
    h = L / cells
    identity = np.eye(cells)
    neighbours = np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
    levels, vectors = np.linalg.eigh((identity - 0.5 * neighbours) / h**2)
    return levels, vectors**2 / h


L = 10.0
N_example = 5

# Box: energies, densities and local functional from diagonalization
for N in (1, 2, 3, 5, 10, 20):
    energy, x, density, local = numerical_box(N, L)
    theta = np.pi * x / L
    closed_density = (N + 0.5 - np.sin((2 * N + 1) * theta)
                      / (2 * np.sin(theta))) / L
    assert np.allclose(density, closed_density, atol=1e-7)
    # tolerance: fourth-order grid error left after extrapolation
    assert abs(energy / box_exact(N, L) - 1) < 1e-6
    assert abs(local / box_local_on_exact_density(N, L) - 1) < 1e-7
    uniform = np.pi**2 / 6 * L * np.mean(np.full(x.size, N / L)**3)
    assert uniform < local < energy
    assert abs((energy - local) / (energy - uniform) - 0.25) < 1e-5
    assert np.all(density <= 2 * energy * x)

# Moments of D = 1 + 2 sum cos(2 k theta): quadrature and counting
theta_mid = np.pi * (np.arange(400) + 0.5) / 400
for N in range(1, 8):
    D = 1 + 2 * sum(np.cos(2 * k * theta_mid) for k in range(1, N + 1))
    span = range(-N, N + 1)
    triples = sum(1 for a in span for b in span if abs(a + b) <= N)
    assert abs(np.mean(D) - 1) < 1e-10
    assert abs(np.mean(D**2) - (2 * N + 1)) < 1e-9
    assert abs(np.mean(D**3) - (3 * N**2 + 3 * N + 1)) < 1e-8
    assert triples == 3 * N**2 + 3 * N + 1

# Ring: uniform density and its energy from diagonalization
levels_coarse, _ = ring_spectrum(L, 200)
levels_fine, orbital_densities = ring_spectrum(L, 400)
for N in range(1, 9):
    energy = (4 * levels_fine[:N].sum() - levels_coarse[:N].sum()) / 3
    occupation = np.zeros(400)
    occupation[:N] = 1
    if N % 2 == 0:
        # one travelling wave = half the density of each standing wave
        occupation[N - 1:N + 1] = 0.5
    density = orbital_densities @ occupation
    assert np.allclose(density, N / L, atol=1e-8)
    # absolute part covers N = 1, whose energy is zero
    assert abs(energy - ring_exact(N, L)) < 1e-5 * ring_exact(N, L) + 1e-9
    assert (local_on_uniform(N, L) > energy) == (N % 2 == 1)

# Worked example
N = N_example
energy, x, density, local = numerical_box(N, L)
exact = box_exact(N, L)
on_exact = box_local_on_exact_density(N, L)
on_uniform = local_on_uniform(N, L)
print(f"Example: N = {N}, L = {L:.1f} bohr, hartree = {HARTREE_IN_EV:.6f} eV")
print(f"mean density N/L          {N / L:.4f} 1/bohr")
print(f"density (N+1/2)/L         {(N + 0.5) / L:.4f} 1/bohr")
print(f"density at box centre     {density[x.size // 2]:.4f} 1/bohr")
print(f"L^2 int n^3: (N+1/2)^3    {(N + 0.5)**3:.4f}")
print(f"L^2 int n^3: D^3 part     {-(3 * N**2 + 3 * N + 1) / 8:.4f}")
print(f"L^2 int n^3: quadrature   {local * 6 * L**2 / np.pi**2:.4f}")
for name, value in (("exact Ts, box", exact),
                    ("T_loc, exact density", on_exact),
                    ("T_loc, uniform density", on_uniform)):
    print(f"{name:25s} {value:.5f} hartree = {value * HARTREE_IN_EV:.3f} eV")
print(f"exact Ts by diagonalization {energy:.5f} hartree")
print(f"T_loc by quadrature         {local:.5f} hartree")
print(f"error, exact density      {exact - on_exact:.5f} hartree")
print(f"error, uniform density    {exact - on_uniform:.5f} hartree")
print(f"ratio of the errors       {(energy - local) / (energy - on_uniform):.5f}")
print(f"exact Ts, ring            {ring_exact(N, L):.5f} hartree")

# Relative performance, from explicit level sums and quadrature
print("Ratios T_loc/Ts (no unit): N, box exact n, box uniform n, ring")
fractions = (np.arange(4000) + 0.5) / 4000
for N in (1, 2, 5, 10, 100):
    j = np.arange(1, N + 1)
    level_sum = np.sum((np.pi * j / L)**2 / 2)
    n = sum(2 / L * np.sin(np.pi * i * fractions)**2 for i in j)
    local_sum = np.pi**2 / 6 * L * np.mean(n**3)
    assert abs(local_sum / box_local_on_exact_density(N, L) - 1) < 1e-10
    uniform = local_on_uniform(N, L)
    ring = "Ts = 0" if N == 1 else f"{uniform / ring_exact(N, L):.5f}"
    print(f"{N:4d}  {local_sum / level_sum:.5f}  {uniform / level_sum:.5f}  {ring}")

# Wall energy: box grows at fixed mean density
mean_density = N_example / L
wall_limit = np.pi**2 * mean_density**2 / 4
print("Fixed N/L: N, L (bohr), Ts - T_loc[uniform] (hartree)")
gaps = []
for N in (5, 50, 500):
    length = N / mean_density
    level_sum = np.sum((np.pi * np.arange(1, N + 1) / length)**2 / 2)
    gaps.append(level_sum - local_on_uniform(N, length))
    print(f"{N:4d}  {length:7.1f}  {gaps[-1]:.5f}")
print(f"limit pi^2 (N/L)^2/4      {wall_limit:.5f} hartree")
assert abs(gaps[-1] / wall_limit - 1) < 1e-3
assert abs(gaps[0] - wall_limit) > abs(gaps[1] - wall_limit)

# One particle, flat density with sine-squared ramps of width w at the walls
print(f"Flat density, N = 1, L = {L:.1f} bohr: w (bohr), Ts, bound, T_loc (hartree)")
flat_energies = []
for w in (1.0, 0.1, 0.01):
    plateau = 1 / (L - w)
    s = np.linspace(0, w, 4001)
    orbital = np.sqrt(plateau) * np.sin(np.pi * s / (2 * w))
    norm = plateau * (L - 2 * w) + 2 * np.trapezoid(orbital**2, s) \
        if hasattr(np, "trapezoid") else \
        plateau * (L - 2 * w) + 2 * np.trapz(orbital**2, s)
    assert abs(norm - 1) < 1e-9
    kinetic = np.sum(np.diff(orbital)**2) / (s[1] - s[0])
    bound = plateau / (2 * w)
    midpoints = (orbital[1:] + orbital[:-1]) / 2
    cube = plateau**3 * (L - 2 * w) + 2 * np.sum(midpoints**6) * (s[1] - s[0])
    flat_local = np.pi**2 / 6 * cube
    assert kinetic > bound
    assert np.all(orbital**2 <= 2 * kinetic * s + 1e-14)
    assert abs(flat_local / local_on_uniform(1, L) - 1) < 0.2
    flat_energies.append(kinetic)
    print(f"{w:5.2f}  {kinetic:.5f}  {bound:.5f}  {flat_local:.5f}")
assert flat_energies[1] > 9 * flat_energies[0]
assert flat_energies[2] > 9 * flat_energies[1]

print("OK")
```

It prints:

```
Example: N = 5, L = 10.0 bohr, hartree = 27.211386 eV
mean density N/L          0.5000 1/bohr
density (N+1/2)/L         0.5500 1/bohr
density at box centre     0.6000 1/bohr
L^2 int n^3: (N+1/2)^3    166.3750
L^2 int n^3: D^3 part     -11.3750
L^2 int n^3: quadrature   155.0000
exact Ts, box             2.71414 hartree = 73.856 eV
T_loc, exact density      2.54965 hartree = 69.379 eV
T_loc, uniform density    2.05617 hartree = 55.951 eV
exact Ts by diagonalization 2.71414 hartree
T_loc by quadrature         2.54965 hartree
error, exact density      0.16449 hartree
error, uniform density    0.65797 hartree
ratio of the errors       0.25000
exact Ts, ring            1.97392 hartree
Ratios T_loc/Ts (no unit): N, box exact n, box uniform n, ring
   1  0.83333  0.33333  Ts = 0
   2  0.88333  0.53333  0.66667
   5  0.93939  0.75758  1.04167
  10  0.96645  0.86580  0.98039
 100  0.99629  0.98517  0.99980
Fixed N/L: N, L (bohr), Ts - T_loc[uniform] (hartree)
   5     10.0  0.65797
  50    100.0  0.62096
 500   1000.0  0.61726
limit pi^2 (N/L)^2/4      0.61685 hartree
Flat density, N = 1, L = 10.0 bohr: w (bohr), Ts, bound, T_loc (hartree)
 1.00  0.13708  0.05556  0.01946
 0.10  1.24616  0.50505  0.01672
 0.01  12.34935  5.00501  0.01648
OK
```
